# Negative J·E and Peltier cooling in a forward-biased junction

## A slope climbed by diffusion

Take a slab \(0<x<d\) in which electrons have potential energy \(U(x)=\Delta\,x/d\), with \(\Delta>0\). The force \(-U'\) pushes them to the left. Keep their density at \(n_0\) on the left face and at a much smaller value \(n_d\) on the right face. The lattice has uniform temperature \(T\), and no electron is created or lost inside. The particle flux to the right is

\[
F=-D\left(n'+\frac{U'}{kT}\,n\right),
\]

where \(D\) is the diffusion coefficient and a prime means \(d/dx\). In steady state \(F\) is constant. Multiply by \(e^{U/kT}\); the right side becomes a derivative:

\[
F\,e^{U/kT}=-D\,\frac{d}{dx}\left(n\,e^{U/kT}\right).
\]

Integration from \(0\) to \(d\), with \(\int_0^d e^{\Delta x/(kTd)}dx=(kTd/\Delta)(e^{\Delta/kT}-1)\), gives

\[
F=\frac{D\Delta}{kTd}\;\frac{n_0-n_d\,e^{\Delta/kT}}{e^{\Delta/kT}-1}.
\]

If \(n_0>n_d e^{\Delta/kT}\), then \(F>0\), and the electrons move uphill, against the force. The work done on them by the field, per unit volume and time, is force times flux:

\[
-U'F=-\frac{\Delta}{d}F<0 .
\]

Each electron that crosses gains potential energy \(\Delta\). If it carries the same mean kinetic energy out as it carried in, the gain can have come from one place: the lattice. The slab therefore absorbs heat \(F\Delta\) per unit area and time. Since force times flux is the same quantity as current density times field, this is a counter-example to the belief that \(J\cdot E\) is Joule heat and hence positive.

The second law is respected. At fixed temperature the entropy of a dilute gas rises by \(k\ln(n_0/n_d)\) per particle when its density falls from \(n_0\) to \(n_d\). The condition for uphill flow, rewritten, is \(k\ln(n_0/n_d)>\Delta/T\): the electrons gain more entropy than the lattice loses.

Two limits are useful. When \(n_0=n_de^{\Delta/kT}\), drift and diffusion cancel, \(F=0\), and no heat is exchanged. When \(\Delta\to0\), \(F\to D(n_0-n_d)/d\): the electrons diffuse freely, entropy is produced, and yet no net heat reaches the lattice.

## The kinetic energy that travels with a carrier

The argument needs the transported kinetic energy to be the same at both faces. Let \(f_0\) be a Maxwellian of density \(n(x)\) at temperature \(T\), for particles of mass \(m\), and let collisions restore it in a time \(\tau_s\) that does not depend on energy. For a mean free path short compared with the distance over which \(n\) and \(U\) vary, the Boltzmann equation gives to first order

\[
f_1=-\tau_s\left(v_x\frac{\partial f_0}{\partial x}-\frac{U'}{m}\frac{\partial f_0}{\partial v_x}\right)
=-\tau_s v_x\left(\frac{n'}{n}+\frac{U'}{kT}\right)f_0 ,
\]

because \(\partial f_0/\partial v_x=-(mv_x/kT)f_0\). Multiplying by \(v_x\) and integrating, with \(\langle v_x^2\rangle=kT/m\), returns the flux law above with \(D=\tau_s kT/m\). The mobility is \(\mu=q\tau_s/m\), so \(D=\mu kT/q\), the Einstein relation.

The flux of kinetic energy \(\varepsilon\) has the same prefactor, with an extra \(\varepsilon\) in the average. By isotropy \(v_x^2\) may be replaced by \(2\varepsilon/3m\). The kinetic energy transported per particle is therefore

\[
w=\frac{\langle\varepsilon v_x^2\rangle}{\langle v_x^2\rangle}
=\frac{\langle\varepsilon^2\rangle}{\langle\varepsilon\rangle}
=\frac{\tfrac{15}{4}(kT)^2}{\tfrac32kT}=\tfrac52kT .
\]

It exceeds the mean energy \(\tfrac32kT\) because fast particles contribute more to the flux. It depends on neither \(n\) nor \(U\), which closes the argument for the slab.

## The general statement

Consider a steady semiconductor with a uniform gap \(E_g=E_c-E_v\) that does not depend on temperature, nondegenerate carriers and uniform lattice temperature. Let the transported kinetic energies \(w_n\) of electrons and \(w_p\) of holes be uniform too, as they are when the scattering law is the same everywhere. Let \(q>0\) be the elementary charge, \(\psi\) the potential and \(E=-\psi'\) the field. Let \(R\) be the net rate of recombination, taken to be nonradiative, so that its energy goes to the lattice. The heat received by the lattice per unit volume and time is then

\[
\boxed{H=J E+R\,(E_g+w_n+w_p)} ,\qquad J=J_n+J_p .
\]

For the proof, write the particle fluxes as \(F_n=-J_n/q\) for electrons and \(F_p=J_p/q\) for holes. An electron carries \(E_c+w_n\). A hole is a missing electron and carries \(-E_v+w_p\). The energy flux is

\[
S=F_n(E_c+w_n)+F_p(-E_v+w_p).
\]

In steady state the carriers store no further energy, so what they lose goes to the lattice: \(H=-S'\). Both band edges follow the potential energy \(-q\psi\), hence \(E_c'=E_v'=qE\). Each recombination event removes one electron and one hole, hence \(F_n'=F_p'=-R\). Differentiating the products,

\[
\begin{aligned}
H&=-F_n'(E_c+w_n)-F_nE_c'-F_p'(-E_v+w_p)+F_pE_v'\\
&=R(E_c+w_n)-qF_nE+R(-E_v+w_p)+qF_pE\\
&=R(E_g+w_n+w_p)+(J_n+J_p)E .
\end{aligned}
\]

So \(JE\) is the work of the field on the carriers. It equals the local lattice heat where recombination is negligible and where carriers exchange energy with the lattice close to the place where the field acts on them.

The last condition can be examined without assuming the result. I solved the one-dimensional Boltzmann equation with relaxation to a thermal Maxwellian, using 12 Hermite functions in velocity and 41 Fourier points in space. The force, \(1+8\cos(2\pi x)\) in units of \(kT\) per period, changes sign. The heat was counted from collisions alone, as the kinetic energy they remove. Relative to the largest \(|\text{force}\times\text{flux}|\), its greatest deviation from force times flux was 2.1% for a mean free path of 0.01 period and 0.57% for 0.005. Halving the path reduces the deviation by a factor of 3.8, close to the 4 of a quadratic law. The lowest collisional heat was \(-0.77\) of the same reference. The force ranges from \(-7\) to \(9\) at constant flux, so \(-7/9=-0.78\) is expected.

## Joule heat and Peltier heat

The irreversible part of \(JE\) can be separated. For electrons

\[
J_n=q\mu_n nE+qD_n n' .
\]

Solve for \(E\), using \(D_n/\mu_n=V_t=kT/q\), and multiply by \(J_n\):

\[
J_nE=\frac{J_n^2}{q\mu_n n}-V_tJ_n\frac{n'}{n}.
\]

For holes diffusion enters with the other sign, \(J_p=q\mu_p pE-qD_pp'\), and

\[
J_pE=\frac{J_p^2}{q\mu_p p}+V_tJ_p\frac{p'}{p}.
\]

The first terms are Joule heat, never negative. The second terms change sign with the current if the density profiles are held fixed. They are Peltier heat, as follows. Measured from the electron Fermi level, an electron carries \(kT\ln(N_c/n)+w_n\), where \(N_c\) is the effective density of states. The Peltier coefficient, this energy per charge, is \(\Pi_n=-[kT\ln(N_c/n)+w_n]/q\). Its derivative is \(V_tn'/n\), so the second term is \(-J_n\Pi_n'\). Peltier heat is familiar at a contact between two materials; here it is spread over a density gradient within one material.

In free diffusion, \(E=0\), the two terms cancel. This explains the second limit of the slab, where entropy is produced without net heat.

## The forward-biased junction

Put the p side on the left and the n side on the right. At a forward bias below the built-in potential, the junction field points from n to p, so \(E<0\). Forward current flows from p to n, so \(J>0\). Hence \(JE<0\) inside the junction: electrons climb to the p side and holes climb, in their own energy, to the n side.

Subtracting the two continuity equations shows that \(J\) is constant. The potential rises from left to right by the remaining barrier \(V_{bi}-V\), where \(V_{bi}\) is the built-in potential and \(V\) the bias. Therefore

\[
\int JE\,dx=-J\int\psi'\,dx=-J(V_{bi}-V).
\]

With ohmic contacts that fix the potential at the ends, this holds for the integral over the whole diode.

Consider silicon at 300 K, 2 μm long on each side and doped \(N=10^{16}\ \mathrm{cm^{-3}}\) on both. The remaining parameters are rough typical values: \(E_g=1.12\) eV, intrinsic density \(n_i=10^{10}\ \mathrm{cm^{-3}}\), relative permittivity 11.7, and mobilities 1200 and 420 cm²/Vs for electrons and holes. Recombination through defects follows

\[
R=\frac{np-n_i^2}{\tau(n+p+2n_i)},\qquad \tau=1\ \mathrm{\mu s}.
\]

Here \(V_t=25.85\) mV, and \(V_{bi}=2V_t\ln(N/n_i)=0.714\) V. A bias of 0.6 V leaves a barrier of 0.114 V.

Poisson's equation and the two continuity equations were solved together by finite differences, with exponentially fitted fluxes on a 2 nm mesh. The current density is 4.07 A/cm². Going from a 4 nm to a 2 nm mesh changes it by 0.0012%. Peak values converge more slowly. The field has a cusp at the junction plane, and the 2 nm mesh samples it 1 nm away. On a mesh refined at the plane the peak field is \(-10.7\) kV/cm and the peak \(JE\) is \(-4.34\times10^4\) W/cm³, about 1.4% larger in size than the 2 nm values quoted below. The current and the integrated heats do not change in the digits shown.

Where cooling is strongest the field on the 2 nm mesh is \(-10.5\) kV/cm, and

\[
JE=4.067\times(-1.053\times10^4)=-4.28\times10^4\ \mathrm{W/cm^3}.
\]

At that place the electron drift current is about \(-2280\) A/cm² and the diffusion current about \(+2280\) A/cm². Their small imbalance is the net electron current, 3.01 A/cm². The Joule part, electrons and holes together, is 58 W/cm³; the Peltier part is \(-4.29\times10^4\) W/cm³. The junction is so near to equilibrium that the reversible part dominates.

The region of negative \(JE\) absorbs 468.9 mW/cm². The rest of the diode has positive \(JE\) amounting to 4.0 mW/cm². The sum is \(-464.9\) mW/cm², equal to \(-J(V_{bi}-V)\).

## Where the electrical power goes

The source supplies \(JV=4.067\times0.6=2.440\) W/cm², although the interior absorbs heat. The contacts settle the account. Take the Fermi level of the right metal as zero; that of the left metal is \(-qV\). Electrons in the left metal have flux \(-J/q\) and so bring in the energy flux \((-J/q)(-qV)=JV\). The three parts of the heat are

\[
Q_p=JV-S(0),\qquad Q_{\rm vol}=S(0)-S(L),\qquad Q_n=S(L),
\]

with \(L\) the total length. Their sum is \(JV\).

To read \(Q_p\), insert \(S(0)\) and write \(E_F=-qV\):

\[
Q_p=\frac{J_n}{q}(E_c-E_F+w_n)-\frac{J_p}{q}(E_F-E_v+w_p).
\]

Electrons reaching the p contact recombine there and release heat. Holes must be created there and absorb it. With the intrinsic level at midgap, \(E_F-E_v=0.560-0.357=0.203\) eV and \(E_c-E_F=0.917\) eV; each \(w\) is 0.065 eV. Almost all electrons injected into the p side reach the contact, so \(J_n\approx3.01\) and \(J_p\approx1.06\) A/cm², and

\[
Q_p\approx3.01\times0.982-1.06\times0.268\approx2.67\ \mathrm{W/cm^2}.
\]

The computed values are 2.672 W/cm² at the p contact and 0.228 W/cm² at the n contact. The volume contributes \(-0.4689+0.0040+0.0055=-0.459\) W/cm², the last positive term being recombination heat. The total is 2.44 W/cm², as it must be. The contacts give out more heat than the source supplies, and the interior provides the difference.

## When the junction is not cooled

A negative \(JE\) is a real heat sink, but the lattice is cooled on balance only if

\[
|JE|>R(E_g+w_n+w_p).
\]

At the junction plane \(n\approx p\), both far above \(n_i\), so \(R\approx n/2\tau\), and a short lifetime raises the recombination heat. For \(\tau=1\ \mathrm{\mu s}\) the net heat at this plane is \(-4.27\times10^4\) W/cm³. With \(\tau=1\) ns, and everything else including the bias unchanged, \(JE\) becomes \(-7.1\times10^4\) W/cm³ because the current rises, but the net heat is \(+3.4\times10^4\) W/cm³. These are values on the 2 nm mesh; refining it at the plane changes them to \(-4.33\times10^4\), \(-7.2\times10^4\) and \(+3.3\times10^4\) W/cm³. The Peltier sink is stronger than before, yet the lattice is heated.

A small reverse bias can show the opposite pairing. At \(-0.5\) V and \(\tau=1\) ns, \(J\) and \(E\) are both negative, and \(JE=+0.50\) W/cm³ at the junction plane. There \(n\) and \(p\) are far below \(n_i\), so \(R\approx-n_i/2\tau=-5\times10^{18}\ \mathrm{cm^{-3}s^{-1}}\). Creating each pair takes \(E_g+5kT=1.25\) eV from the lattice, or about 1.0 W/cm³. The estimated net heat is about \(-0.5\) W/cm³: cooling with positive \(JE\). The local figure is rough, because the field of about 42 kV/cm heats the carriers and lies beyond the range of constant mobility. The current is set by generation and hardly depends on the mobility. With a saturated velocity of \(10^7\) cm/s and an energy exchange time of 0.3 ps, the carriers pass on the work of the field with a delay, and the estimate becomes about \(-0.7\) W/cm³, of the same sign. At larger reverse bias the field does more work per created pair, while the heat taken to create the pair stays the same. With constant mobility the net heat at this plane is close to zero at \(-1\) V and positive at \(-2\) V. The sign of \(JE\) alone does not settle the sign of \(H\).

## How local the cooling is

Carriers need a time \(\tau_e\), roughly 0.3 ps here, to exchange energy with the lattice. Let \(\delta T\) be the small departure of the electron temperature from \(T\). To first order, with recombination left out of this correction,

\[
\frac{d}{dx}\left(\tfrac52kF_n\,\delta T-\kappa_n\,\delta T'\right)+\frac{3nk}{2\tau_e}\,\delta T=J_nE,
\qquad \kappa_n=\tfrac52knD_n .
\]

The first term is energy carried and conducted by the electrons; the second is heat given to the lattice. The value of \(\kappa_n\) is the one for an energy-independent scattering time. Balancing conduction against exchange gives the length \(\sqrt{5D_n\tau_e/3}=39\) nm, not small beside the 84 nm full width at half depth of \(JE\).

Solving this equation and its counterpart for holes reduces the strongest cooling from \(4.3\times10^4\) to \(2.6\times10^4\) W/cm³ and places it 24 nm from the junction plane, on the n side. Integrated over the diode, the first term leaves only fluxes through the ends, far from the junction, so the cooling is spread out rather than removed. Electrons cool by at most 0.49 K and holes by 0.22 K. This cooling is not fed back into the current; it would lower the injected densities, and so the current and the powers quoted above, by roughly 0.3%.

The lattice itself hardly responds. With a thermal conductivity of roughly 1.5 W/(cm K) and both ends held at 300 K, its lowest temperature change is \(-30\) μK. Half the absorbed power flowing in from each side gives the same size: \(0.23\times2\times10^{-4}/1.5\approx3\times10^{-5}\) K. A slight warming of the contacts would hide this dip, though not the heat sink.

The local cooling with energy exchange is only an estimate. With an effective mass of about 0.26 free-electron masses, the mean free path \(\tau_s\sqrt{kT/m}\) of an electron is about 23 nm. Where the field is strongest, the electron density changes by a factor \(e\) over about 25 nm. The path is not short there, as the temperature equation requires, so the depth and position of the strongest cooling are approximate. The integral of \(JE\) is still \(-J(V_{bi}-V)\), because it needs only a constant current and the barrier.

Three other corrections are small for this diode. The degeneracy correction \(N/(2^{3/2}N_c)\) is \(1.4\times10^{-4}\). With a rough radiative coefficient of \(5\times10^{-15}\ \mathrm{cm^3/s}\), radiative recombination is at most \(5\times10^{-5}\) of the nonradiative rate. At 0.6 V forward bias the barrier of 0.114 eV is far below the gap, so conduction states on the n side do not line up with valence states on the p side, and band-to-band tunnelling is absent.

Silicon photonic devices can depart from this example in ways that matter. Modulators that work by depletion are reverse-biased, so \(JE\) is positive in their junctions. Etched waveguides can have lifetimes of the order of nanoseconds because carriers recombine at surfaces; the 1 ns case shows that this can reverse the net sign. Modulator junctions are often doped ten or more times as heavily, which makes them narrower, so the local value of \(JE\) is a poorer map of the heat. The choice of \(w\) also affects the silicon figures, most of all the heat at the n contact, which is a small difference of larger terms. The value \(w=\tfrac52kT\) belongs to an energy-independent scattering time; scattering by acoustic phonons alone would give \(2kT\). At the same currents this would raise the n-contact heat from 0.228 to about 0.25 W/cm² and lower the p-contact heat by about 1%. The integral of \(JE\) at given current and barrier does not change. The temperature dependence of the gap, phonon drag, the detailed distribution of surface recombination and thermal contact resistance are not included.
